# Mean-Field Threshold for the Spin Moment of O₂ near a Metal

## What symmetry and dimensions fix

An oxygen molecule carries two electrons in two degenerate pi-star orbitals, with parallel spins. Near a metal these orbitals broaden into resonances of half-width $\Gamma$, and the question is when the moment disappears.

At zero temperature, with a structureless wide band and the resonance centred on the Fermi level, the energies in the problem are $\Gamma$, the repulsion $U$ and the exchange integral $J$. Spin-rotation symmetry forbids a mean field that splits the spins unless a moment is already present, so a small moment $m$ per orbital produces a splitting $Im$. Mean fields are linear in the interaction, hence $I=aU+bJ$ with pure numbers $a,b$. The splitting creates a new moment proportional to $Im/\Gamma$. The threshold must therefore have the form

$$aU+bJ=c\,\Gamma .$$

It remains to find $a=b=1$ and $c=\pi$, and to show that no less symmetric mean field keeps a moment below this threshold.

## Model and conventions

Let $x,y$ be the real pi-star orbitals. Each is coupled with amplitude $V$ to its own band channel of density of states $\varrho$ per spin, and the metal does not mix them. The band is flat and infinitely wide, the Fermi energy is zero, and

$$\Gamma=\pi|V|^2\varrho$$

is the half-width at half maximum. With $(ij|kl)$ the Coulomb integral between the densities $\phi_i\phi_j$ and $\phi_k\phi_l$,

$$H_{\rm int}=\tfrac12\sum_{ijkl,\sigma\sigma'}(ij|kl)\,c^\dagger_{i\sigma}c^\dagger_{k\sigma'}c_{l\sigma'}c_{j\sigma}.$$

Set $U=(xx|xx)$, $U'=(xx|yy)$, $J=(xy|xy)$ and assume $U>J>0$. Integrals with an odd number of $x$ indices vanish by reflection. Rotating the orbitals by $45^\circ$ turns the density $xy$ into $(yy-xx)/2$. Cylindrical symmetry leaves $J$ unchanged, so

$$J=\tfrac14(yy-xx\,|\,yy-xx)=\tfrac14(2U-2U'),\qquad U'=U-2J. \tag{1}$$

The mean field conserves particle number but is otherwise unrestricted. Its variable is the $4\times4$ matrix $\rho_{ba}=\langle c_a^\dagger c_b\rangle$, with $a,b$ running over orbital and spin. Wick factorization gives $E_{\rm int}=\tfrac12{\rm Tr}\,\rho L\rho$ and the field $L\rho$, where

$$(L\rho)_{i\sigma,j\sigma'}=\delta_{\sigma\sigma'}\sum_{kl,s}(ij|kl)\rho_{ls,ks}-\sum_{kl}(il|kj)\rho_{l\sigma,k\sigma'}. \tag{2}$$

Lemma 1 will show that $L\,\mathbb 1=(3U-5J)\mathbb 1$. The effective one-electron matrix can therefore be written

$$h=\delta\,\mathbb 1+L(\rho-\tfrac12\mathbb 1), \tag{3}$$

where $\delta$ is the level position measured from the particle-hole symmetric point. At $\delta=0$ there is a half-filled solution, $\rho=\tfrac12\mathbb 1$.

**Theorem.** Under these assumptions:

(a) If $U+J\le\pi\Gamma$, then for every $\delta$ there is exactly one mean-field solution. It is proportional to the unit matrix and has no moment.

(b) If $\delta=0$ and $U+J>\pi\Gamma$, there is a half-filled solution with a spin moment, and its mean-field energy is below that of the nonmagnetic solution.

At half filling a mean-field moment therefore exists if and only if $U+J>\pi\Gamma$.

## Lemma 1: the channels of the interaction

**Lemma 1.** The smallest eigenvalue of $L$ is $-(U+J)$, and it belongs to the total spin.

*Proof.* Write $\rho=\tau\otimes s$, with $\tau$ one of $\mathbb 1,\tau_x,\tau_y,\tau_z$ in orbital space and $s$ either $\mathbb 1$ or a Pauli spin matrix. Define

$$D(\tau)_{ij}=\sum_{kl}(ij|kl)\tau_{lk},\qquad X(\tau)_{ij}=\sum_{kl}(il|kj)\tau_{lk}.$$

The spin sum in the direct term of (2) gives 2 for $s=\mathbb 1$ and 0 for a Pauli matrix. Charge-like channels thus have eigenvalue $2D-X$ and spin-like channels $-X$. The factors follow element by element:

- For $\mathbb 1$: $D_{xx}=U+U'$ and $X_{xx}=U+J$.
- For $\tau_z$: $D_{xx}=U-U'=2J$ and $X_{xx}=U-J$.
- For $\tau_x$: $D_{xy}=J+J=2J$ and $X_{xy}=U'+J=U-J$.
- For $\tau_y$, whose off-diagonal elements are $\mp i$: the direct terms cancel, $D=0$, and $X=U'-J=U-3J$.

With (1), the sixteen eigenvalues are

| orbital part | charge-like | spin-like |
|---|---|---|
| $\mathbb 1$ | $3U-5J$ | $-(U+J)$ |
| $\tau_x,\tau_z$ | $-(U-5J)$ | $-(U-J)$ |
| $\tau_y$ | $-(U-3J)$ | $-(U-3J)$ |

Relative to $-(U+J)$, the other entries lie higher by $4(U-J)$, $6J$, $2J$ and $4J$, all positive. $\square$

The sixteen product matrices are orthogonal under the trace, so for any Hermitian $A$

$$-{\rm Tr}\,A\,LA\le(U+J)\,{\rm Tr}A^2. \tag{4}$$

The spin eigenvalue can also be read directly. An electron of spin $\sigma$ in $x$ feels $Un_{x,-\sigma}+U'n_{y,-\sigma}+(U'-J)n_{y\sigma}$. With $n_\sigma=(1+\sigma m)/2$ in each orbital, the spin-dependent part is

$$\frac{\sigma m}{2}(-U-U'+U'-J)=-\sigma\frac{(U+J)m}{2}. \tag{5}$$

The inter-orbital repulsion $U'$ cancels, because it acts equally on both spins. Exchange adds to $U$ because a parallel electron in the other orbital costs less.

## Lemma 2: the response of the resonance

**Lemma 2.** A self-consistent $\rho$ equals $f(h)$, with $f(a)=\tfrac12-\tfrac1\pi\arctan(a/\Gamma)$. If $\rho_1=f(h_1)$ and $\rho_2=f(h_2)$ differ, then

$$-{\rm Tr}(\rho_1-\rho_2)(h_1-h_2)>\pi\Gamma\,{\rm Tr}(\rho_1-\rho_2)^2. \tag{6}$$

*Proof.* In a flat infinite band the real part of the hybridization function cancels between states above and below, leaving $-i\Gamma$ for both orbitals. The resolvent is $(\omega-h+i\Gamma)^{-1}$, diagonal in the eigenbasis of $h$. An eigenvalue $a$ has occupation

$$\int_{-\infty}^{0}\frac{d\omega}{\pi}\,\frac{\Gamma}{(\omega-a)^2+\Gamma^2}=\frac12-\frac1\pi\arctan\frac a\Gamma .$$

The slope $f'(a)=-\Gamma/[\pi(a^2+\Gamma^2)]$ is negative, and its magnitude reaches the maximum $1/(\pi\Gamma)$ at the single point $a=0$. Hence for $a\ne b$ we have $|f(a)-f(b)|<|a-b|/(\pi\Gamma)$, and, since $f$ decreases,

$$-[f(a)-f(b)](a-b)>\pi\Gamma\,[f(a)-f(b)]^2. \tag{7}$$

Let $h_1$ have eigenpairs $a_i,|i\rangle$ and $h_2$ eigenpairs $b_j,|j\rangle$. Expanding the products and using $\sum_j|\langle i|j\rangle|^2=\sum_i|\langle i|j\rangle|^2=1$,

$${\rm Tr}(\rho_1-\rho_2)(h_1-h_2)=\sum_{ij}|\langle i|j\rangle|^2[f(a_i)-f(b_j)](a_i-b_j),$$

$${\rm Tr}(\rho_1-\rho_2)^2=\sum_{ij}|\langle i|j\rangle|^2[f(a_i)-f(b_j)]^2 .$$

Apply (7) term by term. If $\rho_1\ne\rho_2$, at least one term with nonzero overlap has $a_i\ne b_j$, so the inequality is strict. The matrices $h_1$ and $h_2$ need not commute. $\square$

## Proof of part (a)

First, a nonmagnetic solution exists. Put $\rho=(\tfrac12+d)\mathbb 1$ in (3). Self-consistency becomes

$$d=-\frac1\pi\arctan\frac{\delta+(3U-5J)d}{\Gamma}. \tag{8}$$

The right side is continuous and lies strictly between $-\tfrac12$ and $\tfrac12$, so the two sides cross in that interval.

Now let $\rho_1\neq\rho_2$ be two solutions at the same $\delta$. By (3), $h_1-h_2=L(\rho_1-\rho_2)$. Combining (6) and (4),

$$\pi\Gamma\,{\rm Tr}(\rho_1-\rho_2)^2<-{\rm Tr}(\rho_1-\rho_2)L(\rho_1-\rho_2)\le(U+J)\,{\rm Tr}(\rho_1-\rho_2)^2 .$$

This requires $U+J>\pi\Gamma$. If $U+J\le\pi\Gamma$ there cannot be two solutions, and the nonmagnetic one is alone. $\square$

Physically, the interaction lowers the energy of a distortion by at most $(U+J)/2$ per unit of squared density change ${\rm Tr}(\Delta\rho)^2$, while the resonance raises it by at least $\pi\Gamma/2$. The resistance is weakest when the resonance sits at the Fermi level, which is why moving the level cannot help a moment to survive below the half-filled threshold.

## Proof of part (b)

Let $\delta=0$, $I=U+J$, and take equal moments in both orbitals, so that the molecule carries $2m$ Bohr magnetons. From (5) and Lemma 2,

$$m=f(-Im/2)-f(Im/2)=F(m),\qquad F(m)=\frac2\pi\arctan\frac{Im}{2\Gamma}. \tag{9}$$

For $m>0$ the function $F(m)-m$ is strictly concave. It vanishes at $m=0$, has slope $I/(\pi\Gamma)-1$ there, and is negative at $m=1$. It has one positive root if $I>\pi\Gamma$ and none otherwise.

For the energy, let $\Omega_0(a)$ be the grand potential of one spin-orbital at energy $a$ coupled to its band, so that $d\Omega_0/da=f(a)$. Define

$$E(\mu)=2\left[\Omega_0(-I\mu/2)+\Omega_0(I\mu/2)\right]+\tfrac12I\mu^2 .$$

The last term removes double counting: the spin part of $\rho$ has squared norm $\mu^2$, so its interaction energy is $-I\mu^2/2$. At $\mu=0$ and $\mu=m$, which are self-consistent, $E$ is the mean-field energy up to a common constant. In between it serves as an interpolation, with

$$\frac{dE}{d\mu}=I[\mu-F(\mu)]<0\qquad(0<\mu<m).$$

Hence $E(m)<E(0)$. $\square$

Integrating the arctangent by parts and using (9) at the end point gives the energy gain

$$E(0)-E(m)=\frac{Im^2}{2}-\frac{2\Gamma}{\pi}\ln\left[1+\left(\frac{Im}{2\Gamma}\right)^2\right]. \tag{10}$$

## Limits and meaning

**Weak coupling to the metal.** For $\Gamma\ll I$, $\arctan u\approx\pi/2-1/u$ gives $m\approx1-4\Gamma/(\pi I)$, and the gain tends to $I/2$. This is measured from the unpolarized mean-field state, which contains costly charge fluctuations; it is not the excitation energy of a singlet molecule.

**Near threshold.** Let $r=I/(\pi\Gamma)$ and $u=Im/(2\Gamma)=\pi rm/2$. Expanding (9) gives $1=r(1-u^2/3)$ to leading order, so

$$m^2\approx\frac{12(r-1)}{\pi^2r^3}. \tag{11}$$

The moment vanishes continuously, as a square root. Solving (9) for the width gives a form valid at any moment:

$$\Gamma=\frac{Im}{2\tan(\pi m/2)}. \tag{12}$$

**Competing order.** Around $\rho=\tfrac12\mathbb 1$, a small distortion in a channel of eigenvalue $\lambda$ is self-consistent when $-\lambda=\pi\Gamma$. As $\Gamma$ falls, spin is the first channel to become unstable. At $J=0$ all channels except total charge share the eigenvalue $-U$; exchange is what singles out the spin.

**Charge gap.** Leave out the one-body energy, which cancels below. The isolated shell has lowest energies $E_1=0$, $E_2=U'-J=U-3J$ and $E_3=U+2U'-J=3U-5J$. Therefore

$$E_3+E_1-2E_2=U+J. \tag{13}$$

The theorem compares $\pi\Gamma$ with the ionization energy minus the electron affinity of the triplet shell. This makes $U+J$ accessible from total energies.

## Oxygen above a simple metal

Consider upright O₂ with a bond length of 0.121 nm, its centre 0.20 nm above the image plane of a metal resembling aluminium. PBE0 in the aug-cc-pVDZ basis gives a vertical ionization energy of 13.05 eV and an affinity of $-0.10$ eV, hence a gap of 13.15 eV. In aug-cc-pVTZ these become 13.01, $-0.11$ and 13.12 eV, which lowers $\Gamma_c$ below by 0.01 eV, so the last digit is not converged. A classical image charge reduces it by $e^2/(8\pi\varepsilon_0z)=3.60$ eV:

$$U+J=13.15-3.60=9.55\ {\rm eV},\qquad \Gamma_c=\frac{9.55}{\pi}=3.04\ {\rm eV}.$$

The bare exchange integral is $J=0.64$ eV. The orbital product $xy$ has no net charge, so the leading image term leaves $J$ unchanged; this assigns $U=8.91$ eV. The bare integrals would give $U+J=17.4$ eV, far above the computed gap, which also includes orbital relaxation and electron correlation.

Take $\Gamma=1$ eV, a rough value for close approach. Then $\pi\Gamma=3.14$ eV is well below 9.55 eV, and the moment is 1.69 Bohr magnetons, or $m=0.845$. The spin splitting is $Im=8.07$ eV. Equation (10) gives

$$3.41-1.81\approx1.60\ {\rm eV}$$

for the energy gain. With the gap held fixed, the moment is 1.86 at $\Gamma=0.5$ eV, 1.25 at 2 eV and zero at 4 eV. At 2 eV, where $r=1.52$, the expansion (11) would give about 0.85 instead of 1.25, so it should be kept for the immediate neighbourhood of the threshold.

## Where the assumptions give way

**Level offset.** The image shifts ionization and affinity levels in opposite directions, so their midpoint stays put. With a rough work function of 4.3 eV, $\delta=4.3-(13.05-0.10)/2\approx-2.17$ eV. Charge flows to the molecule, but the stiffness $3U-5J=23.5$ eV limits it: at $\Gamma=1$ eV the shell holds 2.13 electrons and keeps 1.64 Bohr magnetons. If $h_0$ is the self-consistent nonmagnetic level, the instability condition is

$$\frac{(U+J)\Gamma}{\pi(h_0^2+\Gamma^2)}=1 .$$

Together with (8) it lowers $\Gamma_c$ to 2.91 eV. A larger offset can fill the shell and remove the moment even when $U+J>\pi\Gamma$.

**Band width.** For a flat band from $-D$ to $D$, the level response on the imaginary frequency axis is

$$\chi=\frac1\pi\int_0^\infty\frac{dw}{[w+(2\Gamma/\pi)\arctan(D/w)]^2}\approx\frac1\pi\left(\frac1\Gamma+\frac{2}{\pi D}\right),$$

where the last form keeps the first order in $1/D$. The condition $(U+J)\chi=1$ then allows a larger width. For a rough $D=11$ eV the full integral gives $\Gamma_c=3.57$ eV, 17% above the wide-band value. This holds for a band symmetric about the Fermi level at $\delta=0$. A flat band from $-11$ to $+40$ eV gives 3.26 eV at $\delta=0$ and 2.94 eV at $\delta=-2.17$ eV, so the size and even the sign of the net change depend on the band shape and the offset. The "only if" of the theorem therefore belongs to the wide-band limit.

**Tilted molecules.** A tilt can make one orbital couple more strongly than the other. For widths $1.5\bar\Gamma$ and $0.5\bar\Gamma$, linearizing the collinear equations gives

$$m_x=\frac{Um_x+Jm_y}{1.5\,\pi\bar\Gamma},\qquad m_y=\frac{Jm_x+Um_y}{0.5\,\pi\bar\Gamma}.$$

The critical mean width rises to 5.69 eV. The narrow orbital alone would give $U/(0.5\pi)=5.67$ eV, so it carries nearly the whole instability. These numbers assume $\delta=0$ and levels that stay degenerate. With the offset of $-2.17$ eV the critical mean width is 5.0 eV, and a real tilt also splits the two levels, to which the threshold is sensitive. Of the changes to the mean-field threshold computed here, this is the largest.

**Temperature and image shape.** At 300 K, thermal smearing lowers $\Gamma_c$ by about 0.02%. Dividing the image charge equally between the two atoms changes the gap reduction to 3.78 eV and $\Gamma_c$ to 2.98 eV. The classical image itself is doubtful here, since the lower atom is only 0.14 nm from the image plane.

**Quantum spin fluctuations.** Mean field freezes the direction of the moment; the metal can instead screen it through the Kondo effect. At the symmetric point, adding or removing an electron costs $I/2$. For one orbital and a band electron at the Fermi level, the singlet reaches each of the two virtual states with amplitude $\sqrt2V$, which lowers it by $2(2V^2)/(I/2)=8V^2/I$. In the spin-one state each orbital carries half the total spin, so the exchange coupling becomes $4V^2/I$. Multiplying by $\varrho$ gives $4\Gamma/(\pi I)$, and the usual exponential estimate is

$$k_BT_K\sim\frac I2\exp\left(-\frac{\pi I}{4\Gamma}\right),$$

for the triplet alone. It gives about 0.02 K, 30 K and 1000 K at $\Gamma=0.5$, 1 and 2 eV. The prefactor is uncertain, and the following argument, not a calculation, suggests that these are low estimates, possibly by orders of magnitude: with the bare $J$, the singlets of the shell lie only $2J=1.3$ eV and $4J=2.6$ eV above the triplet, and correlation places them lower still in the real molecule. Both are well below $I/2=4.8$ eV, and virtual transitions to them strengthen the screening. The formula therefore cannot decide whether the spin is free at room temperature for $\Gamma=1$ eV. At 2 eV even the low estimate suggests that it is screened, although mean field still assigns it 1.25 Bohr magnetons. The mean-field threshold marks the loss of a local moment in this approximation, not a phase transition of the molecule.

**The real surface.** The measured ionization energy of O₂ is about 12.1 eV (adiabatic) or 12.3 eV (vertical), the latter about 0.7 eV below the computed vertical value. An error of 1 eV in the gap would move $\Gamma_c$ by about 0.3 eV. The computed affinity is slightly negative, so the anion is unbound at this geometry; it moves by only 0.01 eV from aug-cc-pVDZ to aug-cc-pVTZ, but more diffuse bases were not tried. The width of 1 eV is an assumption, not a calculated property of aluminium. A reacting molecule can also turn, stretch and take up charge, all of which are frozen here. Within mean field, the criterion estimates whether hybridization alone can quench the spin at a given geometry; it does not exclude Kondo screening at smaller widths. A sticking probability would further require the energy surfaces and the rate of spin change along the approach. The numerical output below lists the values used.

## Computed results

```
O2 bond length (input): 0.121 nm
PBE0/aug-cc-pVDZ vertical ionization energy: 13.05 eV
PBE0/aug-cc-pVDZ vertical electron affinity: -0.10 eV
gas-phase charge gap: 13.15 eV
bare pi-star integrals U, U', J: 16.77, 15.48, 0.641 eV
height above image plane (input): 0.20 nm
image reduction of the gap: 3.60 eV
screened U: 8.91 eV
screened U + J: 9.55 eV = 1.530e-18 J
critical half-width Gamma_c: 3.040 eV
example half-width Gamma (rough input): 1.00 eV
pi*Gamma in the example: 3.142 eV
moment at Gamma = 0.5 eV: 1.857 Bohr magnetons
moment at Gamma = 1.0 eV: 1.691 Bohr magnetons
moment at Gamma = 2.0 eV: 1.247 Bohr magnetons
moment at Gamma = 4.0 eV: 0.000 Bohr magnetons
exchange splitting at example Gamma: 8.07 eV
magnetic energy gain at example Gamma: 1.598 eV
work function (rough input): 4.3 eV
level centre relative to Fermi level: -2.17 eV
charge stiffness 3U - 5J: 23.52 eV
pi-star electrons with offset: 2.126
moment with offset: 1.638 Bohr magnetons
critical Gamma with offset: 2.910 eV
band half-width (rough input): 11.0 eV
critical Gamma with finite band: 3.570 eV
temperature (input): 300 K
thermal change of critical Gamma: -0.0238 %
unequal widths / mean width (input): 1.5, 0.5
critical mean Gamma for unequal widths: 5.686 eV
image reduction with charge on two atoms: 3.78 eV
critical Gamma with charge on two atoms: 2.982 eV
Kondo scale, order only, Gamma = 0.5 eV: 1.7e-02 K
Kondo scale, order only, Gamma = 1.0 eV: 3.1e+01 K
Kondo scale, order only, Gamma = 2.0 eV: 1.3e+03 K
```
